\section*{Steady accelerator coverage on a flat copper front versus plating current}

On a flat copper surface that grows at a fixed cathodic current density $j$, an accelerator that adsorbs from solution and is slowly buried in the deposit settles at the fractional coverage
\begin{equation}
\theta=\frac{1}{1+j/j_{1/2}},\qquad j_{1/2}=\frac{2F a\Lambda}{V}. \label{main}
\end{equation}
Here $a$ is the adsorption frequency of a free site, $\Lambda$ is the thickness of copper over which an unreplenished coverage falls by a factor $e$, $V$ is the molar volume of copper and $F$ is the Faraday constant. The current $j_{1/2}$ is the one at which half the sites are occupied. The formula makes coverage fall with current provided that $a$ does not depend on the electrode potential. If adsorption is itself driven by potential, the fall is weakened, cancelled or reversed, according to whether adsorption responds to overpotential less strongly than, as strongly as, or more strongly than copper deposition does. This dividing line holds in the Tafel regime and well below the limiting current of cupric ions.

The growth speed comes first. Cathodic current is counted as positive. Each copper atom takes two electrons, so with 100\,\% current efficiency the surface receives $j/(2F)$ moles of copper per unit area and time. Each mole fills a volume $V$, and the front advances at
\begin{equation}
v=\frac{jV}{2F}. \label{speed}
\end{equation}
The volume of the buried accelerator is neglected; the example below contains about 20 accelerator molecules per million copper atoms.

The accelerator rides on the moving surface, but not perfectly. Suppose that each new copper layer, of thickness $h$, buries a fraction $p$ of the molecules present. Without fresh adsorption, the coverage after $N$ layers is
\begin{equation}
\theta_N=(1-p)^N\theta_0=e^{N\ln(1-p)}\theta_0=e^{-z/\Lambda}\theta_0,
\qquad \Lambda=-\frac{h}{\ln(1-p)},
\end{equation}
where $z=Nh$ is the thickness deposited. For $p\ll1$, $\ln(1-p)\approx-p$ and $\Lambda\approx h/p$. Treating thickness as continuous gives $d\theta/dz=-\theta/\Lambda$. Since $dz=v\,dt$, the loss per unit time is $v\theta/\Lambda$. This is the growth-rate dependence of incorporation: a constant chance of burial per layer becomes a loss frequency $v/\Lambda$ proportional to current.

Adsorption takes place on free sites, whose fraction is $1-\theta$. For a concentration $C$ next to the surface, the frequency per free site is $a=kC$. Competition with the suppressor, which must be displaced, is contained in the effective constant $k$, so $k$ belongs to one bath composition. Growth does not change the area of a flat front, hence it neither concentrates nor dilutes the adsorbate. With desorption neglected, the balance is
\begin{equation}
\frac{d\theta}{dt}=a(1-\theta)-\frac{v}{\Lambda}\theta. \label{balance}
\end{equation}
At the steady state the right side vanishes. Collecting the terms in $\theta$ gives
\begin{equation}
a=\left(a+\frac{v}{\Lambda}\right)\theta
\quad\Longrightarrow\quad
\theta=\frac{a}{a+v/\Lambda}=\frac{1}{1+v/(a\Lambda)}.
\end{equation}
Inserting Eq.~\eqref{speed} turns $v/(a\Lambda)$ into $jV/(2Fa\Lambda)=j/j_{1/2}$, which is Eq.~\eqref{main}.

At low current, $\theta\approx1-j/j_{1/2}$: adsorption has ample time to replace what each layer removes. At high current, $\theta\approx j_{1/2}/j$: nearly every site is free, adsorption runs at its greatest rate $a$, and the same supply is shared among more layers per second. Because $a=kC$, coverage depends on current and concentration through the ratio $j/C$ alone. Doubling both leaves it unchanged. The reciprocal $1/\theta=1+j/j_{1/2}$ is a straight line in $j$, which offers a way to examine the model if coverage can be measured.

The approach to this state follows from subtracting the steady balance from Eq.~\eqref{balance}. Writing $\theta_{\rm ss}$ for the steady coverage,
\begin{equation}
\frac{d}{dt}(\theta-\theta_{\rm ss})=-\left(a+\frac{v}{\Lambda}\right)(\theta-\theta_{\rm ss}).
\end{equation}
The relaxation time is $1/(a+v/\Lambda)$, and the copper deposited during it has the thickness
\begin{equation}
\frac{v}{a+v/\Lambda}=\Lambda\,\frac{v/\Lambda}{a+v/\Lambda}=\Lambda(1-\theta_{\rm ss}). \label{thick}
\end{equation}
A higher current shortens the transient in time but lengthens it in deposited copper.

Let $\Gamma$ be the amount of accelerator per unit area at full coverage. The burial flux is $\Gamma v\theta/\Lambda$, and the copper flux is $v/V$. Their ratio is the number of buried molecules per copper atom,
\begin{equation}
c=\frac{\Gamma\theta V}{\Lambda}. \label{content}
\end{equation}
In the steady state the burial flux also equals $\Gamma a(1-\theta)$. It therefore rises with current towards the ceiling $\Gamma a$, while the content $c$ falls: more accelerator is buried per second, but less per unit of copper.

For a numerical case, take the rough values $C=50\ \mu$mol/L and $k=200$ L/(mol\,s), so that $a=0.010\ {\rm s}^{-1}$, with $\Lambda=1.0\ \mu$m, $\Gamma=4.0\times10^{-10}$ mol/cm$^2$ and $V=7.112$ cm$^3$/mol. Then
\begin{equation}
j_{1/2}=\frac{2(96485\ {\rm C/mol})(0.010\ {\rm s^{-1}})(10^{-4}\ {\rm cm})}{7.112\ {\rm cm^3/mol}}
=27\ {\rm mA/cm^2},
\end{equation}
or 2.7 A/dm$^2$. At 10 mA/cm$^2$ the front grows at 3.69 nm/s, the loss frequency is $v/\Lambda=0.00369\ {\rm s}^{-1}$, and
\begin{equation}
\theta=\frac{0.010}{0.010+0.00369}=0.73.
\end{equation}
The coverage is 0.93 at 2 mA/cm$^2$ and 0.40 at 40 mA/cm$^2$. For these three currents, in rising order, the relaxation times are 93, 73 and 40 s, while the relaxation thicknesses are 69, 269 and 596 nm. The buried contents are 26.5, 20.8 and 11.5 molecules per million copper atoms.

The continuous burial law was tested against a count that adsorbs during each layer of 0.2087 nm and then buries a fraction $2.087\times10^{-4}$ of the adsorbate. The count starts from a bare surface and is carried through 80\,000 layers. The mean of the coverages just before and just after the last burial is 0.9313, 0.7307 and 0.4042, equal to Eq.~\eqref{main} in all four digits.

So far $a$ has been held fixed while the current changed. In a real cell a larger current needs a larger overpotential, and this may speed up adsorption. Let $\eta>0$ be the size of the cathodic overpotential and $f=F/(RT)$, with $R$ the gas constant and $T$ the temperature. In the Tafel regime, where the reverse copper reaction is negligible, take
\begin{equation}
j=i(\theta)e^{\alpha f\eta},\qquad i(\theta)=i_s(1-\theta)+i_a\theta, \label{tafel}
\end{equation}
with $i_a>i_s$, because covered sites deposit copper faster at a given potential. Let the adsorption frequency vary as $e^{m\alpha f\eta}$. The number $m\geq0$ compares the sensitivity of adsorption to potential with that of plating; $m=0$ is the case treated above. With a subscript $r$ for a reference steady state at the same $C$, eliminating $\eta$ by Eq.~\eqref{tafel} gives
\begin{equation}
\frac{a}{a_r}=\left(\frac{e^{\alpha f\eta}}{e^{\alpha f\eta_r}}\right)^m
=\left(\frac{j}{j_r}\right)^m\left(\frac{i(\theta_r)}{i(\theta)}\right)^m. \label{aratio}
\end{equation}
The steady balance $a(1-\theta)=v\theta/\Lambda$ holds in both states. Dividing one by the other, with $v/v_r=j/j_r$ and the same $\Lambda$,
\begin{equation}
\left(\frac{j}{j_r}\right)^m\left(\frac{i(\theta_r)}{i(\theta)}\right)^m
\frac{1-\theta}{1-\theta_r}=\frac{j}{j_r}\frac{\theta}{\theta_r}.
\end{equation}
Division by the whole left side yields
\begin{equation}
\left(\frac{j}{j_r}\right)^{1-m}
\frac{\theta/(1-\theta)}{\theta_r/(1-\theta_r)}
\left(\frac{i(\theta)}{i(\theta_r)}\right)^m=1. \label{implicit}
\end{equation}

At given $j$, the left side of Eq.~\eqref{implicit} rises steadily from zero at $\theta=0$ to infinity at $\theta=1$, since $\theta/(1-\theta)$ does so and $i(\theta)$ is positive and increasing. There is one steady state. It is stable at fixed current: by Eq.~\eqref{aratio}, $a$ does not increase with $\theta$, so the derivative of the right side of Eq.~\eqref{balance},
\begin{equation}
\frac{da}{d\theta}(1-\theta)-a-\frac{v}{\Lambda},
\end{equation}
is negative, and a small excess of coverage decays.

To find how the steady state moves with current, take the logarithm of Eq.~\eqref{implicit} and differentiate. Since $d\ln[\theta/(1-\theta)]=d\theta/[\theta(1-\theta)]$ and $di/d\theta=i_a-i_s$,
\begin{equation}
(1-m)\,d\ln j+\left[\frac{1}{\theta(1-\theta)}+m\frac{i_a-i_s}{i(\theta)}\right]d\theta=0.
\end{equation}
Solving for $d\theta$ and multiplying numerator and denominator by $\theta(1-\theta)$ gives
\begin{equation}
\frac{d\theta}{d\ln j}=-\frac{(1-m)\,\theta(1-\theta)}
{1+m\,\theta(1-\theta)(i_a-i_s)/i(\theta)}. \label{slope}
\end{equation}
The denominator is positive, so the sign is set by $1-m$. Coverage falls with current for $m<1$, is independent of it for $m=1$, and rises for $m>1$. The reason lies in the time available per layer, which shrinks as $1/j$. At given coverage the adsorption frequency grows as $j^m$, so adsorption per layer varies as $j^{m-1}$. At $m=1$ the two changes cancel, and within this model the coverage is then set by the bath and not by the current. The exact cancellation relies on one transfer coefficient $\alpha$ for covered and free sites and on an undepleted cupric concentration; otherwise the dividing value of $m$ moves.

The high-current limit changes accordingly. For $0\leq m<1$, Eq.~\eqref{implicit} sends $\theta$ to zero as $j$ grows; then $i(\theta)\to i_s$ and $1-\theta\to1$, which leaves $\theta\propto j^{-(1-m)}$. The inverse proportionality of Eq.~\eqref{main} is the case $m=0$. The limit is approached slowly: in the example below with $m=0.5$, $d\ln\theta/d\ln j$ is only $-0.17$ at 40 mA/cm$^2$ and $-0.21$ at 100 mA/cm$^2$, so the power law lies beyond the limiting current of a real bath, and at such currents diffusion of the accelerator would cap the supply and restore $\theta\propto1/j$. The result also depends on the burial law. If the loss frequency varied as $j^n$ instead of $j$, the factor $j/j_r$ on the burial side would become $(j/j_r)^n$, and $1-m$ would be replaced by $n-m$ in Eqs.~\eqref{implicit} and \eqref{slope}.

To see the size of the feedback, take $\alpha=0.5$, $i_s=0.05$ mA/cm$^2$, $i_a=0.50$ mA/cm$^2$ and $T=298$ K. All values of $m$ are given the same state at 10 mA/cm$^2$, where $\theta=0.73$ and $\eta=168$ mV; the bath, $\Lambda$ and the Tafel parameters are held fixed. The steady coverages are
\begin{equation}
\begin{array}{cccc}
m & 2\ {\rm mA/cm^2} & 10\ {\rm mA/cm^2} & 40\ {\rm mA/cm^2}\\
0 & 0.93 & 0.73 & 0.40\\
0.5 & 0.85 & 0.73 & 0.60\\
1 & 0.73 & 0.73 & 0.73\\
1.5 & 0.61 & 0.73 & 0.82
\end{array}
\end{equation}
They come from integrating Eq.~\eqref{balance} in time, with the overpotential solved from Eq.~\eqref{tafel} at each instant. Runs started at coverages 0.01 and 0.99 ended within $10^{-6}$ of each other and of the root of Eq.~\eqref{implicit}.

At 10 mA/cm$^2$, $i(\theta)=0.05+0.45\times0.73=0.38$ mA/cm$^2$ and $\theta(1-\theta)=0.197$. For $m=0.5$ the slope is therefore
\begin{equation}
\frac{d\theta}{d\ln j}=-\frac{0.5\times0.197}{1+0.5\times0.197\times0.45/0.38}=-0.088,
\end{equation}
against $-0.197$ for $m=0$. The factor $1-m$ halves the slope to $-0.098$, and the denominator reduces it further to $-0.088$: when coverage drops, the surface becomes less active, the fixed current demands more overpotential, and adsorption speeds up.

The concentration at the surface was taken equal to that of the bulk. If accelerator must diffuse through a stagnant layer of thickness $\delta$ with diffusion coefficient $D$, let $C$ denote the bulk value and $C_s$ the surface value, and keep $a=kC$. In the steady state, with $k$ independent of potential, the diffusive supply equals the uptake:
\begin{equation}
\frac{D}{\delta}(C-C_s)=\Gamma kC_s(1-\theta)
\quad\Longrightarrow\quad
C_s=\frac{C}{1+G(1-\theta)},\qquad G=\frac{\Gamma k\delta}{D}.
\end{equation}
The surface balance $kC_s(1-\theta)=v\theta/\Lambda$, divided by $a$ and with $x=j/j_{1/2}$, becomes
\begin{equation}
\frac{1-\theta}{1+G(1-\theta)}=x\theta
\quad\Longrightarrow\quad
xG\theta^2-(1+x+xG)\theta+1=0. \label{quad}
\end{equation}
The quadratic equals $1$ at $\theta=0$ and $-x$ at $\theta=1$, and it opens upwards. One root thus lies between 0 and 1 and the other above 1; the smaller is the physical one:
\begin{equation}
\theta=\frac{1+x+xG-\sqrt{(1+x+xG)^2-4xG}}{2xG}.
\end{equation}
For small $G$, write Eq.~\eqref{quad} as $(1+x)\theta=1-xG\theta(1-\theta)$ and put the uncorrected coverage $\theta_0=1/(1+x)$ into the last term. Since $x\theta_0=1-\theta_0$, the leading correction is $-G\theta_0(1-\theta_0)^2$. With $\delta=50\ \mu$m and $D=5\times10^{-6}$ cm$^2$/s, $G=0.08$. The full root lowers the coverage by 0.004 at 10 mA/cm$^2$ and by 0.011 at 40 mA/cm$^2$. Transport is a small correction here, but $G$ grows in proportion to $\delta$, so weak stirring makes it larger.

Flatness is a stricter condition. Consider a cylindrical cavity of radius $r$ that closes at speed $v$. Its area $A$ obeys $dA/dt=-\kappa vA$, with $\kappa=1/r$. The adsorbed amount $\Gamma\theta A$ changes only by adsorption and burial, so
\begin{equation}
\frac{1}{A}\frac{d(\theta A)}{dt}=\frac{d\theta}{dt}-\kappa v\theta
=a(1-\theta)-\frac{v}{\Lambda}\theta.
\end{equation}
Shrinkage of the area thus adds $+\kappa v\theta$ to $d\theta/dt$. If $\kappa$ changes little while the relaxation thickness is deposited, and $\kappa\Lambda<1$, then
\begin{equation}
\theta\approx\frac{1}{1+(1-\kappa\Lambda)\,j/j_{1/2}}.
\end{equation}
The front counts as flat when $|\kappa|\Lambda\ll1$. An undulation of amplitude 10 nm and wavelength $2\ \mu$m has $\kappa\Lambda=0.10$ at the bottom of its hollows. At 10 mA/cm$^2$ this would raise the coverage there by 0.02 if the shape persisted through several relaxation thicknesses of about 269 nm each; after the first, the rise is about 0.012. These values assume the same local current everywhere. An undulation this short shares one potential instead, so by Eq.~\eqref{tafel} the better covered hollows grow faster; the rise then peaks near 0.011 and the undulation levels out within a few relaxation thicknesses. In a cavity of radius 50 nm, $\kappa\Lambda=20$, and the flat result does not apply.

The rough values used here lie in the regime of acid copper plating of chip interconnects with a disulfide accelerator such as SPS: tens of micromoles per litre, and currents from a few to some tens of mA/cm$^2$. The constants $k$ and $\Lambda$ depend strongly on the bath and are the least certain inputs; $j_{1/2}$ is proportional to each. Real wafers break the assumption of flatness inside trenches and vias, so the formula refers to the open surface between them, and there only after enough copper has been deposited. With $a$ constant, a surface that starts bare at 10 mA/cm$^2$ has reached 63\,\% of its steady coverage after 269 nm. If adsorption is driven by potential, less copper is needed to reach this fraction, because at the same current a bare surface requires more overpotential. Potential-dependent adsorption can matter more than the other corrections sized here: between $m=0$ and $m=0.5$ the coverage at 40 mA/cm$^2$ moves from 0.40 to 0.60.

The remaining neglected effects can be sized for the same example. Depletion of cupric ions multiplies the forward rate in Eq.~\eqref{tafel} by $1-j/j_{\rm lim}$. For 0.6 mol/L and the same $D$ and $\delta$, with migration neglected, $j_{\rm lim}=116$ mA/cm$^2$. At fixed current this leaves $v$ unchanged but raises $\eta$, so it has no effect on coverage for $m=0$; for $m=0.5$, with the state at 10 mA/cm$^2$ again held fixed, it raises the coverage at 40 mA/cm$^2$ by 0.034. Because $d\ln[j/(1-j/j_{\rm lim})]/d\ln j=1/(1-j/j_{\rm lim})$, the factor $1-m$ in Eq.~\eqref{slope} becomes $1-m/(1-j/j_{\rm lim})$, and coverage stops falling at $m=1-j/j_{\rm lim}$ instead of $m=1$: 0.91 at 10 mA/cm$^2$ and 0.65 at 40 mA/cm$^2$. For $m=1$ the coverages at 2, 10 and 40 mA/cm$^2$ become 0.72, 0.73 and 0.78. For the two-electron copper reaction, the ratio of reverse to forward rate is $e^{-2f\eta}$. This is 0.3\,\% at 2 mA/cm$^2$ for $m=0$, where $\eta=75$ mV, but the Tafel form fails as the current tends to zero.

Desorption with frequency $k_d$ adds to the loss and gives $\theta=a/(a+v/\Lambda+k_d)$. The low-current limit is then $a/(a+k_d)$ instead of 1. A value $k_d=1.9\times10^{-4}\ {\rm s}^{-1}$ lowers the coverage at 10 mA/cm$^2$ by 0.01.

Burial need not be linear in coverage either. If it were quadratic, with the same state at 10 mA/cm$^2$ and constant $a$, the balance would read $a(1-\theta)=v\theta^2/(\Lambda\theta_r)$. Coverage would still fall with current, but at high current as $j^{-1/2}$. At 40 mA/cm$^2$ it would be 0.50 instead of 0.40, while at 2 mA/cm$^2$ it would be 0.92 instead of 0.93. By coverage, the two burial laws are thus hard to tell apart at low current and separate at high current, where a measurement would also have to distinguish them from potential-dependent adsorption. The buried content behaves differently: with quadratic burial it is $\Gamma\theta^2V/(\Lambda\theta_r)$, which gives 32.6 instead of 26.5 molecules per million copper atoms at 2 mA/cm$^2$ and 9.7 instead of 11.5 at 40 mA/cm$^2$. The more precise values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Temperature: 298.15 K
Copper lattice parameter: 0.3615 nm
Copper molar volume V: 7.112 cm3/mol
(111) layer spacing h: 0.2087 nm
Accelerator concentration C: 50 umol/L
Adsorption constant k: 200 L/(mol s)
Adsorption frequency a: 0.0100 1/s
Burial length L: 1.00 um
Fraction buried per layer: 2.087e-04
Full-coverage amount Gamma: 4.0e-10 mol/cm2
Half-coverage current j_half: 27.13 mA/cm2
  the same: 2.713 A/dm2
At j = 2 mA/cm2:
  growth speed 0.737 nm/s, v/L 7.371e-04 1/s
  coverage: formula 0.9313, layer count 0.9313
  relaxation: 93.1 s, 69 nm of copper
  buried accelerator: formula 26.50, count 26.50 per 1e6 Cu
At j = 10 mA/cm2:
  growth speed 3.686 nm/s, v/L 3.686e-03 1/s
  coverage: formula 0.7307, layer count 0.7307
  relaxation: 73.1 s, 269 nm of copper
  buried accelerator: formula 20.79, count 20.79 per 1e6 Cu
At j = 40 mA/cm2:
  growth speed 14.743 nm/s, v/L 1.474e-02 1/s
  coverage: formula 0.4042, layer count 0.4042
  relaxation: 40.4 s, 596 nm of copper
  buried accelerator: formula 11.50, count 11.50 per 1e6 Cu
Tafel: alpha 0.5, i_s 0.05, i_a 0.50 mA/cm2
Overpotential at 10 mA/cm2: 168.2 mV
Coverage at 2, 10, 40 mA/cm2, time integration:
  m = 0.0: 0.9313, 0.7307, 0.4042
  m = 0.5: 0.8502, 0.7307, 0.5967
  m = 1.0: 0.7307, 0.7307, 0.7307
  m = 1.5: 0.6065, 0.7307, 0.8228
Slope dtheta/dln j at 10 mA/cm2, m = 0.0: -0.1968
Slope dtheta/dln j at 10 mA/cm2, m = 0.5: -0.0881
Slope dtheta/dln j at 10 mA/cm2, m = 1.5: +0.0728
Neglected effects:
Boundary layer 50 um, D 5.0e-06 cm2/s
Transport number G: 0.080
  coverage with transport, 10 mA/cm2: 0.7264 (change -0.0043)
  coverage with transport, 40 mA/cm2: 0.3928 (change -0.0114)
Cupric ion: 0.6 mol/L, limiting current 115.8 mA/cm2
  m = 0.5, 40 mA/cm2, with Cu depletion: 0.6306 (change +0.0340)
Overpotential at 2 mA/cm2, m = 0: 74.5 mV
  reverse/forward copper rate there: 3.03e-03
Undulation: amplitude 10 nm, wavelength 2 um
  curvature times L: 0.0987
  coverage change in its hollows, 10 mA/cm2: +0.0200
Desorption that lowers coverage by 0.01 at 10 mA/cm2: 1.90e-04 1/s
Coverage at 2, 40 mA/cm2, quadratic burial: 0.9155, 0.4985
\end{verbatim}
